# Series law for flat aligned inclusions from incremental effective-medium growth, part 1

(Sections cited here and not found follow in the second part.)

## Part 1. The series law and its derivation

### Result and conditions

A host of relative permittivity $k_m$ is filled step by step with flat, aligned discs of relative permittivity $k_i$. The disc normals lie along the mean electric field, which defines the $z$ axis. When the discs occupy the volume fraction $\phi$, the permittivity along $z$ is

$$
\frac{1}{k}=\frac{\phi}{k_i}+\frac{1-\phi}{k_m}. \tag{1}
$$

This is the harmonic volume average, the same expression as for layers stacked in series between two electrodes. It holds under these conditions.

- The growth follows the differential effective-medium scheme: each new small dose of discs sees the material made so far as a uniform medium.
- The discs are oblate spheroids with aspect ratio $\alpha$ = thickness/diameter, and $\alpha\to0$ while $k_i$ and $k_m$ stay fixed, finite and positive.
- All discs are aligned, and (1) refers to the component along their normal. The in-plane component obeys a different law, given in Part 2.
- The response is linear and quasi-static, the inclusion material is isotropic, and there is no free charge.

Within this scheme (1) has no remainder. A film with discs of finite width only approaches it; Part 2 gives the size of the difference.

The derivation needs three ingredients: the field inside one disc, the change of permittivity caused by a small dose, and the relation between the dose and the change of $\phi$.

### The field inside one spheroid

After the first dose the medium is no longer isotropic, because aligned discs affect the field along $z$ and the field in the plane differently. The surroundings of a new disc are therefore a uniaxial medium with permittivity $k_x$ in the plane and $k_z$ along the normal. Without free charge the potential $\Phi$ outside the disc obeys

$$
k_x\left(\frac{\partial^2\Phi}{\partial x^2}+\frac{\partial^2\Phi}{\partial y^2}\right)+k_z\frac{\partial^2\Phi}{\partial z^2}=0 .
$$

The new coordinates $X=x/\sqrt{k_x}$, $Y=y/\sqrt{k_x}$, $Z=z/\sqrt{k_z}$ turn this into Laplace's equation, since $k_x\,\partial^2/\partial x^2=\partial^2/\partial X^2$, and likewise for the other two. A spheroid with semi-axes $a$ in the plane and $c$ along $z$ becomes one with semi-axes $A=a/\sqrt{k_x}$ and $C=c/\sqrt{k_z}$. Its aspect ratio changes from $\alpha=c/a$ to

$$
\alpha'=\frac{C}{A}=\alpha\sqrt{\frac{k_x}{k_z}} . \tag{2}
$$

Let the field far from the disc be $E_0$ along $z$. The trial solution is

$$
\Phi_{\rm in}=-E_{\rm in}\,z,\qquad \Phi_{\rm out}=-E_0\,z\,[1-B\,I(\lambda)],\qquad I(\lambda)=\int_\lambda^\infty f(s)\,ds,
$$

$$
f(s)=\frac{1}{(s+C^2)\,\Delta(s)},\qquad \Delta(s)=(s+A^2)\sqrt{s+C^2}.
$$

Here $\lambda$ labels the confocal spheroids around the disc. With $a_1=a_2=A^2$, $a_3=C^2$ and $(X_1,X_2,X_3)=(X,Y,Z)$, it is the largest root of

$$
\sum_j\frac{X_j^2}{a_j+\lambda}=1 ,
$$

so that $\lambda=0$ on the surface and $\lambda\to\infty$ far away, where $I\to0$ and the field becomes $E_0$. The inner potential obeys Laplace's equation because it is linear in $z$. For the outer one it must be shown that $Z\,I(\lambda)$ is harmonic.

Define

$$
H=\sum_j\frac{X_j^2}{(a_j+\lambda)^2},\qquad K=\sum_j\frac{X_j^2}{(a_j+\lambda)^3},\qquad S=\sum_j\frac{1}{a_j+\lambda}.
$$

Differentiating the equation for $\lambda$ with respect to $X_j$ gives

$$
\frac{2X_j}{a_j+\lambda}-H\,\partial_j\lambda=0
\quad\Rightarrow\quad
\partial_j\lambda=\frac{2X_j}{(a_j+\lambda)H},\qquad |\nabla\lambda|^2=\frac{4}{H}. \tag{3}
$$

A second differentiation, with $\partial_jH=2X_j/(a_j+\lambda)^2-2K\,\partial_j\lambda$, and a sum over $j$ give

$$
2S-4\sum_j\frac{X_j\,\partial_j\lambda}{(a_j+\lambda)^2}+2K|\nabla\lambda|^2-H\nabla^2\lambda=0 .
$$

By (3) the second term is $-8K/H$ and the third is $+8K/H$. They cancel, and $\nabla^2\lambda=2S/H$. Since $I'=-f$,

$$
\nabla^2(ZI)=Z\left(-f'|\nabla\lambda|^2-f\,\nabla^2\lambda\right)-2f\,\partial_Z\lambda
=-\frac{4Zf}{H}\left[\frac{f'}{f}+\frac S2+\frac{1}{C^2+\lambda}\right].
$$

The logarithmic derivative of $\Delta$ is $1/(\lambda+A^2)+1/[2(\lambda+C^2)]=S/2$, so $f'/f=-1/(C^2+\lambda)-S/2$. The bracket vanishes, and the trial potential satisfies the field equation.

Two surface conditions fix $E_{\rm in}$ and $B$. Continuity of the potential at $\lambda=0$ requires

$$
E_{\rm in}=E_0\,[1-B\,I(0)] . \tag{4}
$$

For the normal component of $D$, return to the physical coordinates. Write $x_j$ for $(x,y,z)$, $s_j$ for the semi-axes $(a,a,c)$ and $k_j$ for $(k_x,k_x,k_z)$. An unnormalized surface normal is $n_j=x_j/s_j^2$. With $a_j=s_j^2/k_j$, equation (3) at $\lambda=0$ becomes

$$
\frac{\partial\lambda}{\partial x_j}=\frac{1}{\sqrt{k_j}}\,\frac{2X_j}{a_jH}=\frac{2x_j}{s_j^2H},
\qquad H=\sum_j\frac{k_jx_j^2}{s_j^4},
$$

and therefore $\sum_jn_jk_j\,\partial\lambda/\partial x_j=2$ everywhere on the surface. The outer normal flux follows from $D_j/\varepsilon_0=-k_j\,\partial\Phi/\partial x_j$:

$$
\frac{D_{\rm out}\cdot n}{\varepsilon_0}=E_0\left\{k_z\frac{z}{c^2}[1-BI(0)]+2zB\,f(0)\right\}.
$$

The inner one is $k_iE_{\rm in}z/c^2$. Both are proportional to $z$, which is why a uniform inner field can satisfy the condition at every surface point. Equating them, multiplying by $c^2/z$, and using (4), $c^2=k_zC^2$ and $f(0)=1/(C^3A^2)$ gives

$$
(k_i-k_z)E_{\rm in}=\frac{2k_z}{A^2C}\,BE_0=\frac{2k_z}{A^2C}\,\frac{E_0-E_{\rm in}}{I(0)} .
$$

With the depolarization factor $L=\tfrac12A^2C\,I(0)$ the right side is $k_z(E_0-E_{\rm in})/L$. Solving for the inner field,

$$
E_{\rm in}=\frac{E_0}{1+L(k_i-k_z)/k_z}=\frac{k_z\,E_0}{k_z+L(k_i-k_z)} . \tag{5}
$$

The integral is elementary. Put $t=\sqrt{s+C^2}$ and $g^2=A^2-C^2$, which is positive for $\alpha'<1$. Then $ds=2t\,dt$ and

$$
I(0)=\int_C^\infty\frac{2\,dt}{t^2(t^2+g^2)}=\frac{2}{g^2}\int_C^\infty\left(\frac1{t^2}-\frac1{t^2+g^2}\right)dt
=\frac{2}{g^2}\left[\frac1C-\frac1g\arctan\frac gC\right].
$$

With $e=g/A=\sqrt{1-\alpha'^2}$ this gives

$$
L=\frac{1}{e^2}\left[1-\frac{\alpha'}{e}\arctan\frac{e}{\alpha'}\right]. \tag{6}
$$

### The flat limit

For small $\alpha'$ the arctangent tends to $\pi/2$ and $e\to1$, so

$$
1-L=\frac{\pi\alpha'}{2}+O(\alpha'^2). \tag{7}
$$

At $L=1$ equation (5) reduces to $k_iE_{\rm in}=k_zE_0$. This is continuity of the normal component of $D$ across a broad flat face: the rim, where the field bends, has become a negligible part of the disc. The in-plane permittivity $k_x$ has dropped out.

For a finite disc the denominator of (5) can be written as

$$
k_z+L(k_i-k_z)=k_i\left[1+(1-L)\left(\frac{k_z}{k_i}-1\right)\right]. \tag{8}
$$

The disc is flat enough when $\alpha'\ll1$ and $(\pi\alpha'/2)\,|k_z/k_i-1|\ll1$. Thinness alone is not sufficient. If $k_i$ is much smaller than $k_z$, the field lines can avoid the disc by passing around its rim, and a given aspect ratio becomes a poor approximation to $L=1$. If $k_i$ is very large, $k_x$ grows with it and (2) makes $\alpha'$ larger than $\alpha$. For this reason the contrast is held fixed while $\alpha\to0$.

### A small dose

Replace a small fraction $\delta$ of the evolving medium by discs. From here on $k$ without index means $k_z$. The local relation is $D_z/\varepsilon_0=kE_z$ in the medium and $k_iE_z$ in the discs. Averaging over the volume gives

$$
\frac{\langle D_z\rangle}{\varepsilon_0}-k\langle E_z\rangle=\delta\,(k_i-k)\,E_{\rm in},
$$

because the difference of permittivities is nonzero in the discs alone. The new permittivity $k+dk$ is defined by $\langle D_z\rangle=\varepsilon_0(k+dk)\langle E_z\rangle$. The field $E_0$ acting on a disc differs from $\langle E_z\rangle$ by terms of order $\delta$, and these would enter $dk$ at order $\delta^2$. To first order, (5) then gives

$$
dk=\delta\,\frac{k\,(k_i-k)}{k+L(k_i-k)}\;\xrightarrow{\;L=1\;}\;\delta\,\frac{k\,(k_i-k)}{k_i}. \tag{9}
$$

The order of the limits matters here. Discs of radius $a$ disturb a region of size about $a^3$, while their volume is of order $\alpha a^3$. They are isolated from each other when $\delta\ll\alpha$. The dose is therefore made infinitesimal at fixed $\alpha$, and $\alpha$ is sent to zero afterwards. This second limit is harmless. By (9), and by the same equation with the in-plane depolarization factor for $k_x$ (Part 2), both components of the permittivity move from $k_m$ towards $k_i$ without passing it, so $k_x/k_z$ never exceeds the larger of $k_i/k_m$ and $k_m/k_i$. Hence $\alpha'\to0$ throughout the growth when $\alpha\to0$.

### Dose and volume fraction

The dose replaces composite, which already contains discs. In a volume $V$ with disc volume $\phi V$, removing $\delta V$ of composite takes away $\phi\,\delta V$ of disc material, and the dose then adds $\delta V$. The new fraction is $\phi-\phi\delta+\delta$, so

$$
d\phi=(1-\phi)\,\delta . \tag{10}
$$

For a sequence of finite doses $\delta_n$ the host fraction is multiplied by $1-\delta_n$ each time, and $1-\phi=\prod_n(1-\delta_n)$.

### Integration

Combining (9) and (10) for a constant $L$ and separating the variables,

$$
\frac{k+L(k_i-k)}{k\,(k_i-k)}\,dk=\left[\frac{1}{k_i-k}+\frac Lk\right]dk=\frac{d\phi}{1-\phi}.
$$

Integration from $k=k_m$ at $\phi=0$ gives

$$
-\ln\frac{k_i-k}{k_i-k_m}+L\ln\frac{k}{k_m}=-\ln(1-\phi),
$$

and, after a change of sign and exponentiation,

$$
\frac{k_i-k}{k_i-k_m}\left(\frac{k_m}{k}\right)^{L}=1-\phi . \tag{11}
$$

A constant $L$ is justified in two cases used here. For flat discs $L=1$ whatever the anisotropy. For spheres the medium stays isotropic and $L=1/3$ by symmetry. For spheroids of intermediate shape $L$ drifts through (2), and the equation must be integrated numerically.

For $L=1$, (11) reads $(k_i-k)\,k_m=(1-\phi)(k_i-k_m)\,k$. Division by $k\,k_i\,k_m$ gives

$$
\frac1k-\frac1{k_i}=(1-\phi)\left(\frac1{k_m}-\frac1{k_i}\right), \tag{12}
$$

which is (1) after $1/k_i$ is moved to the right.

### Why no trace of the increments remains

The reciprocal $r=1/k$ makes the reason visible. From (9) with $L=1$,

$$
dr=-\frac{dk}{k^2}=-\delta\,\frac{k_i-k}{k\,k_i}=\delta\left(\frac1{k_i}-r\right). \tag{13}
$$

This is linear mixing: a fraction $\delta$ of material with reciprocal $r$ is exchanged for material with reciprocal $1/k_i$. The same rule follows for a finite dose if all parts carry a common $D$. Then $\varepsilon_0\langle E\rangle/D=(1-\delta)r+\delta/k_i$, which is the new reciprocal. Volume fractions mix by the same linear rule, so $r$ remains the volume average of the local reciprocals at every stage. The argument does not depend on the size or order of the doses, and it also covers several inclusion materials: if material $l$ ends with fraction $\phi_l$, then $1/k=\sum_l\phi_l/k_l$, with the host included in the sum.

## Part 2. Use, finite discs and a porous film

### Symbols and results carried over

The host has permittivity $k_m$, the discs $k_i$, and $\phi$ is the disc volume fraction. The permittivity along the disc normal is $k$ or $k_z$, with reciprocal $r=1/k$; the in-plane permittivity is $k_x$. A dose $\delta$ is the fraction of evolving medium replaced in one step, and $d\phi=(1-\phi)\delta$. The aspect ratio thickness/diameter is $\alpha$, and in the evolving medium it acts as $\alpha'=\alpha\sqrt{k_x/k_z}$. The depolarization factor $L$ along the normal is given by (6), with $1-L\approx\pi\alpha'/2$ for flat discs. Part 1 derived $dk=\delta\,k(k_i-k)/[k+L(k_i-k)]$ and, for $L=1$, the series law $1/k=\phi/k_i+(1-\phi)/k_m$.

The numerical illustrations use one set of parameters: $k_m=3.0$, $k_i=1$ (empty pores) and $\phi=0.30$. The series law gives

$$
\frac1k=\frac{0.30}{1}+\frac{0.70}{3.0}=0.5333,\qquad k=1.875 .
$$

Numerical integration of the incremental equation at $L=1$ gives 2.50000, 2.14286 and 1.87500 at porosities 0.1, 0.2 and 0.3, equal to the series law in all printed digits.

### Stepping in an implementation

If the composition is built up in steps, the reciprocal should be updated:

$$
r_{\rm new}=r+\delta\left(\frac1{k_i}-r\right),\qquad \delta=\frac{\phi_{\rm new}-\phi}{1-\phi}. \tag{14}
$$

For flat discs this has no step-size error. The direct update $k_{\rm new}=k+\delta\,k(k_i-k)/k_i$ has one. With $u=k/k_i-1$, the update (14) is equivalent to $k_{\rm new}=k/(1+\delta u)$, while the direct update gives $k(1-\delta u)$. The difference is

$$
\frac{k}{1+\delta u}-k(1-\delta u)=\frac{k\,\delta^2u^2}{1+\delta u}>0 ,
$$

since $u>-1$ and $\delta<1$. The direct update is therefore too low for either sign of the contrast. Each of $N$ steps contributes an error of order $1/N^2$, so the total is of order $1/N$. With equal doses, 10 steps give 1.846 and 100 steps give 1.8722, which are 1.5 % and 0.15 % below 1.875. Going from 100 to 200 steps reduces the error by a factor of 2.005.

The factor $1/(1-\phi)$ in $dk/d\phi$ must be kept. Without it, each increment of $\phi$ would be treated as if it replaced pure host, and the result would be 1.976 instead of 1.875, an error of 5 % that no refinement of the steps removes.

For flat, aligned discs the incremental scheme gives the series law along the normal, and updating the reciprocal permittivity reproduces it without step-size error. Still to come are the single-dose estimate, the in-plane component, discs of finite width, a test on random structures, and the application to a porous film.

Numerical values quoted here were computed with a short program.
